# Square-root branch points and the sign patterns of perturbation series

**Q.** I have a perturbation series for a ground-state energy whose terms alternate in sign and grow. The off-diagonal coupling to the other states is weak and the gap in the full problem is large. Why should I look at complex coupling strengths to understand a calculation done at a real one?

**A.** Because a power series converges up to the nearest singularity of its function, wherever in the complex plane that lies. Let

$$H(\lambda)=H_0+\lambda V,\qquad E(\lambda)=\sum_{n\ge 0}E_n\lambda^n ,$$

with $H_0$ and $V$ real symmetric matrices in a finite basis, $\lambda$ dimensionless, and a non-degenerate reference state at $\lambda=0$. The physical problem is $\lambda=1$. The energies are roots of the polynomial

$$p(E,\lambda)=\det[H(\lambda)-E]=0 .$$

Wherever $p_E=\partial p/\partial E\neq0$, the implicit function theorem makes the root analytic in $\lambda$. The roots also stay finite, since the highest power of $E$ has a constant coefficient. A singularity of $E(\lambda)$ therefore needs $p=p_E=0$, which means that two eigenvalues merge.

**Q.** Merging eigenvalues could produce many kinds of singularity. Why a square root?

**A.** It is the generic kind, when $p_\lambda\ne0$ and $p_{EE}\neq0$ at the merging point $(E_c,\lambda_c)$. The lowest terms of the Taylor expansion of $p=0$ are then

$$0=p_\lambda(\lambda-\lambda_c)+\tfrac12p_{EE}(E-E_c)^2+\dots$$

Since $\lambda-\lambda_c=-\lambda_c(1-\lambda/\lambda_c)$,

$$(E-E_c)^2\simeq b^2\Big(1-\frac{\lambda}{\lambda_c}\Big),\qquad b^2=\frac{2\lambda_c\,p_\lambda}{p_{EE}} .\tag{1}$$

For the higher terms, use $p_\lambda\neq0$ to solve for $\lambda$ as an analytic function of $E$. It starts quadratically in $E-E_c$, so $s=(1-\lambda/\lambda_c)^{1/2}$ is an analytic function of $E$ with non-zero slope $1/b$. Inverting it makes $E$ a power series in $s$. Even powers of $s$ are analytic in $\lambda$, and odd powers are $s$ times something analytic:

$$E=A(\lambda)+s\,B(\lambda),\qquad B=b+b_1s^2+\dots,\qquad b=|b|e^{i\beta}.\tag{2}$$

Equation (1) leaves the sign of $b$ open. It is fixed by following the reference energy from $\lambda=0$ to $\lambda_c$. This also shows whether the reference state takes part in the merging at all.

**Q.** Could $\lambda_c$ be real?

**A.** No. For real $\lambda$ the matrix is Hermitian and its eigenvalues are real on both sides of any real point. The square root of a real quantity that changes sign is real on one side and imaginary on the other, so no constant $b\ne0$ keeps $bs$ real on both. Hence $\lambda_c=Re^{i\theta}$ with $0<\theta<\pi$ for the member in the upper half-plane. Because the $E_n$ are real, $E(\lambda^*)=E(\lambda)^*$, so there is a partner at $\lambda_c^*$ with coefficient $b^*$.

**Q.** Suppose this pair is nearest to the origin. The function has many other features. Why should two points control the high orders?

**A.** Smooth functions on a circle have rapidly decreasing Fourier coefficients, and the $E_nR^n$ are such coefficients. Darboux's theorem uses this by subtracting the rough part. I assume that the pair are the only singularities of this branch on $|\lambda|=R$, and that there are none inside.

First the rough part itself. Write $(1-z)^{1/2}=\sum c_nz^n$. The binomial series gives $c_0=1$ and $c_n/c_{n-1}=(n-\frac32)/n$, so

$$c_n=\frac{\Gamma(n-\frac12)}{\Gamma(-\frac12)\,n!},\qquad \Gamma(-\tfrac12)=-2\sqrt\pi .$$

Stirling's formula in the form

$$\ln\Gamma(n+a)=(n+a-\tfrac12)\ln n-n+\tfrac12\ln2\pi+\frac{a^2-a+\frac16}{2n}+O(n^{-2})$$

is needed for $a=-\frac12$ and, since $n!=\Gamma(n+1)$, for $a=1$. The logarithms differ by $-\frac32\ln n$, and the $1/n$ terms by $\frac34/(2n)$. Thus

$$c_n=-\frac{n^{-3/2}}{2\sqrt\pi}\Big[1+\frac{3}{8n}+O(n^{-2})\Big].\tag{3}$$

In the same way $(1-z)^{3/2}$ has coefficients $d_n=\Gamma(n-\frac32)/[\Gamma(-\frac32)n!]$. From $\Gamma(x+1)=x\Gamma(x)$,

$$\frac{d_n}{c_n}=\frac{-3/2}{n-3/2},\tag{4}$$

so $d_n$ is of order $n^{-5/2}$.

**Q.** That deals with the part you subtract. What about the rest?

**A.** Define

$$g(\lambda)=E(\lambda)-\big[b\,s+b_1s^3\big]-\big[\text{the same at }\lambda_c^*\big].$$

Inside the disc $1-\lambda/\lambda_c$ has positive real part, so the principal roots are analytic there. Near $\lambda_c$ the bracket belonging to $\lambda_c^*$ is analytic, and by (2) what remains of $E$ is an analytic function plus $s^5$ times an analytic function. Each derivative lowers the power of $s$ by two. So $g$ and its first two derivatives are continuous on the circle, and the third behaves as $s^{-1}$, that is, as the inverse square root of the distance to $\lambda_c$, which is integrable.

Cauchy's formula on a circle of radius $r<R$, followed by $r\to R$, gives with $\lambda=Re^{i\alpha}$

$$g_nR^n=\frac1{2\pi}\int_0^{2\pi}g\,e^{-in\alpha}d\alpha=\frac{1}{2\pi(in)^3}\int_0^{2\pi}\frac{d^3g}{d\alpha^3}\,e^{-in\alpha}d\alpha .$$

The second form follows from three integrations by parts, whose boundary terms cancel by periodicity. The last integral tends to zero by the Riemann–Lebesgue lemma, so $g_n=o(n^{-3})R^{-n}$. Restoring the subtracted terms, which are complex conjugates of each other,

$$E_n=2\,\mathrm{Re}\big[\lambda_c^{-n}(b\,c_n+b_1d_n)\big]+o(n^{-3})R^{-n}.\tag{5}$$

**Q.** So where is the cosine?

**A.** In the phase of $\lambda_c^{-n}=R^{-n}e^{-in\theta}$. Insert the leading part of (3) in (5) and use $\mathrm{Re}\,[b\,e^{-in\theta}]=|b|\cos(n\theta-\beta)$:

$$E_n=-\frac{|b|}{\sqrt\pi}\,n^{-3/2}R^{-n}\Big[\cos(n\theta-\beta)+O(1/n)\Big].\tag{6}$$

With $\phi=\pi-\beta$ the minus sign is absorbed and the form is $n^{-3/2}R^{-n}\cos(n\theta+\phi)$. The error is relative to the envelope $|b|n^{-3/2}R^{-n}/\sqrt\pi$. Where the cosine nearly vanishes, the error relative to $E_n$ itself can be large.

Each factor has its own origin: $R^{-n}$ is the distance of the pair, $n^{-3/2}$ is the square root, and the cosine is the interference of the two conjugate contributions. The phase advances by $\theta$ per order.

**Q.** Then there is a contradiction. Terms of one sign need $\theta=0$ and alternating terms need $\theta=\pi$. You have just excluded both.

**A.** As permanent patterns, yes: under these assumptions neither lasts. For small $\theta$ the cosine keeps its sign for about $\pi/\theta$ orders, then reverses. For $\theta$ near $\pi$, take out a factor $(-1)^n$, and the remaining sign reverses about every $\pi/(\pi-\theta)$ orders. If the run is longer than the computed series, the pattern looks strict. Intermediate angles give short runs, which appear as ripples.

**Q.** I would like to see this where the branch points can be found by hand.

**A.** Take two states with $\Delta,v>0$,

$$H=\begin{pmatrix}0&\lambda v\\ \lambda v&\Delta-\lambda w\end{pmatrix}.$$

The determinant condition is $E^2-(\Delta-\lambda w)E-\lambda^2v^2=0$. The root with $E(0)=0$ is

$$E=\tfrac12(\Delta-\lambda w)-\tfrac12\sqrt{(\Delta-\lambda w)^2+4\lambda^2v^2}.$$

The radicand vanishes when $\Delta-\lambda w=\mp2i\lambda v$. The upper sign gives

$$\lambda_c=\frac{\Delta}{w-2iv}=\frac{\Delta(w+2iv)}{w^2+4v^2},\qquad R=\frac{\Delta}{\sqrt{w^2+4v^2}},$$

with $\cos\theta=wR/\Delta$ and $\sin\theta=2vR/\Delta$. Setting $t=\lambda/R$, the energy is

$$E=\tfrac12(\Delta-\lambda w)-\tfrac{\Delta}{2}\sqrt{1-2t\cos\theta+t^2}.\tag{7}$$

The gap between the states at real $\lambda$ is $\Delta$ times this root, or $\Delta\sqrt{(t-\cos\theta)^2+\sin^2\theta}$. Its minimum $\Delta\sin\theta$ lies at $\lambda=R\cos\theta=\mathrm{Re}\,\lambda_c$. In this model an avoided crossing on the real axis marks the branch points: its position is their real part, and a minimum gap small compared with $\Delta$ means that they lie at a small angle to the axis. Their distance from it, $R\sin\theta$, also depends on $R$.

**Q.** And the amplitude and phase?

**A.** The root in (7) factors into $\sqrt{1-\lambda/\lambda_c}\,\sqrt{1-\lambda/\lambda_c^*}$. Both principal roots equal 1 at $\lambda=0$, so this is the right branch. At $\lambda_c$ the second factor contains

$$1-e^{2i\theta}=-2i\sin\theta\,e^{i\theta}=2\sin\theta\,e^{i(\theta-\pi/2)},$$

and hence

$$b=-\tfrac{\Delta}{2}\sqrt{2\sin\theta}\;e^{i(\theta/2-\pi/4)} .$$

The minus sign of $b$ cancels that of $c_n$ in (5), and the phases combine to $e^{-i\chi}$:

$$E_n\simeq\frac\Delta2\sqrt{\frac{2\sin\theta}{\pi}}\,\frac{\cos\chi}{n^{3/2}R^{n}},\qquad \chi=(n-\tfrac12)\theta+\tfrac{\pi}{4}.\tag{8}$$

When $v\to0$ at fixed $w\neq0$, the amplitude vanishes although $R$ tends to the finite value $\Delta/|w|$. The two branch points then meet and cancel, the radicand is a perfect square, and the levels cross without interacting.

**Q.** "Large $n$" is vague. How large?

**A.** The next term tells. Put $u=1-\lambda/\lambda_c$, so that $\lambda/\lambda_c^*=e^{2i\theta}(1-u)$ and

$$1-\frac{\lambda}{\lambda_c^*}=(1-e^{2i\theta})(1+qu),\qquad q=\frac{e^{2i\theta}}{1-e^{2i\theta}}=-\frac12+\frac i2\cot\theta .$$

Expanding the square root gives $b_1/b=q/2$. By (3) and (4) the leading contribution is multiplied by

$$1+\frac{3}{8n}-\frac{3}{2n}\,\frac q2=1+\frac{3}{4n}-\frac{3i}{8n}\cot\theta$$

up to $O(n^{-2})$. Taking the real part after multiplication by $e^{-i\chi}$ replaces $\cos\chi$ in (8) by

$$\cos\chi\Big(1+\frac3{4n}\Big)-\frac{3\cot\theta}{8n}\sin\chi .\tag{9}$$

So besides $n\gg1$ one needs $n\gg|\cot\theta|$, where $\cot\theta=w/2v$. The closer the pair is to the real axis, the later the law sets in.

**Q.** Then for a nearly real pair all my computed orders may lie before the law. What do they look like?

**A.** Let $\theta$ be small and $\delta=1-\cos\theta$. The radicand in (7) is $(1-t)^2+2t\delta$. At fixed order in $t$ one may expand in $\delta$:

$$\sqrt{(1-t)^2+2t\delta}=(1-t)+\frac{t\delta}{1-t}-\frac{t^2\delta^2}{2(1-t)^3}+\dots$$

For $n\ge2$ the coefficient of $t^n$ in $t/(1-t)$ is 1, and in $t^2/(1-t)^3$ it is $n(n-1)/2$. Therefore

$$E_nR^n\simeq-\frac\Delta2\,\delta\Big[1-\frac{\delta\,n(n-1)}4\Big],\qquad \delta n^2\ll1 .\tag{10}$$

The terms are at first geometric, without $n^{-3/2}$. From a distance the close pair acts like a simple pole at $t=1$, and the orders must rise to about $1/\theta$ before they resolve two points. As a check of factors, $n=2$ gives $-\frac\Delta2\delta(1-\frac\delta2)/R^2=-\Delta\sin^2\theta/(4R^2)=-v^2/\Delta$, the usual second-order energy.

For a pair near the negative axis, note that $E$ depends on $w$ only through $\lambda w$ and on $v$ only through $\lambda^2v^2$. Reversing $w$ is the same as reversing $\lambda$, and it multiplies $E_n$ by $(-1)^n$. The geometric stage then alternates.

**Q.** Show me numbers, including orders where (8) fails.

**A.** The formulas are homogeneous in energy, so they hold in eV as well as in atomic units. Take $\Delta=10$ eV, with $w$ and $v$ in eV; these are round model parameters.

| $w,\ v$ | $R$ | $\theta$ | Signs from $n=2$ |
|---|---|---|---|
| $8,\ 0.5$ | 1.240 | 7.13° | `--------` |
| $-12,\ 0.5$ | 0.830 | 175.24° | `-+-+-+-+` |
| $6,\ 4$ | 1.000 | 53.13° | `---++++-` |

In the first case $R=10/\sqrt{65}=1.240$ and $\delta=1-8/\sqrt{65}=0.00772$. The plateau (10) is $-5\times0.00772=-0.0386$ eV. The computed $E_nR^n$ is $-0.0385$ eV at $n=2$ and $-0.0323$ eV at $n=10$. At $n=4$ the computed value is $-0.0377$ eV, whereas (8) gives $+0.0602$ eV, which is wrong even in sign. Here $\cot\theta=8$, so this order is far too low for (8).

At $n=20$, $\chi=19.5\times7.125^\circ+45^\circ=183.9^\circ$ and $\sin\theta=0.1240$. Equation (8) gives

$$5\sqrt{\frac{2\times0.1240}{\pi}}\times20^{-3/2}\times(-0.998)=-0.0157\ \text{eV},$$

against the computed $-0.0164$ eV. The difference is about 5% of the envelope.

**Q.** Does the single sign really end?

**A.** Yes, at $n=32$. Later reversals are on average 25.3 orders apart, in agreement with $\pi/\theta=25.3$. The first run, from $n=2$ to 31, is longer because it contains the geometric stage, where (8) would have predicted the opposite sign up to $n=6$. In the second case the alternation first slips at $n=47$, and then on average every 37.9 orders, against $\pi/(\pi-\theta)=37.8$. A calculation stopped at order 30 would show neither change. In the third case the mean run is 3.39 orders, equal to $\pi/\theta$ to the digits given.

**Q.** The second case is my puzzle. The coupling is 0.5 eV. What is the gap at the physical point?

**A.** It is 22.0 eV at $\lambda=1$, and the exact energy is only $-0.0114$ eV. Yet the error of the partial sum through order 10 is 0.055 eV, and through order 60 it is 86 eV. The cause lies at negative coupling: the levels have an avoided crossing at $\lambda=-0.828$ with a gap of 0.83 eV, and the branch points beside it have $R=0.830<1$. A large gap at $\lambda=1$ does not protect the series, since the disc of convergence extends equally far in all directions. The model shows one way to get an alternating, growing series; whether a given real series diverges this way must be settled by locating its own branch points. Only the off-diagonal coupling is weak here. The diagonal part $|w|=12$ eV exceeds the unperturbed gap $\Delta=10$ eV: it widens the gap at $\lambda=1$ and closes it at negative $\lambda$. In this model $R<1$ requires $w^2+4v^2>\Delta^2$, so the series converges when both $w$ and $v$ are small compared with $\Delta$. (The gap in eV has the same digits as $R$ because it equals $2vR$ and $2v=1$ eV here.)

**Q.** Could the terms not be saved from growing by a small cosine?

**A.** At single orders, but not permanently. If $\cos(n\theta-\beta)$ tended to zero, the sine would tend to $\pm1$ in magnitude, and

$$\cos[(n+1)\theta-\beta]=\cos\theta\cos(n\theta-\beta)-\sin\theta\sin(n\theta-\beta)$$

would have magnitude near $\sin\theta\neq0$, a contradiction. So for $R<1$ the terms at $\lambda=1$ do not tend to zero and the series diverges. For $R>1$ it converges. In the first case the error falls from 0.012 eV through order 10 to $2\times10^{-8}$ eV through order 60.

**Q.** And on the boundary, $R=1$?

**A.** The third case is there, since $w^2+4v^2=36+64=100$. The terms are bounded by a constant times $n^{-3/2}$, so the series converges absolutely, and by Abel's theorem its sum is $E(1)$. Diagonalization gives $E(1)=2-\sqrt{20}=-2.472$ eV, or $-0.0908$ hartree.

The error comes from the tail. With $z=e^{i\theta}$ and $f_n=n^{-3/2}$,

$$(1-z)\sum_{n>N}f_nz^n=f_{N+1}z^{N+1}+\sum_{n>N+1}(f_n-f_{n-1})z^n .$$

Repeating the step on the last sum shows that it is $O(N^{-5/2})$, because the differences are monotone and of that order. The corrections in (9) oscillate too and also contribute at $O(N^{-5/2})$, while the $o(n^{-3})$ remainder sums to $o(N^{-2})$. As $|1-z|=2\sin(\theta/2)$, the error has the envelope

$$\frac{\Delta}{2}\sqrt{\frac{2\sin\theta}{\pi}}\;\frac{N^{-3/2}}{2\sin(\theta/2)} .$$

With $\sin\theta=0.8$ the prefactor is $3.568/0.8944=3.989$ eV. The largest value of error times $N^{3/2}$ found for $N=200$ to 400 is also 3.989 eV.

**Q.** Two states are special. With more of them there are more branch points. Is it enough to find the one nearest to the origin?

**A.** No. It must be a singularity of the reference energy. A three-state model with $H_0=\mathrm{diag}(0,10,18)$ eV and

$$V=\begin{pmatrix}0&3&1\\3&-4&2\\1&2&5\end{pmatrix}\ \text{eV}$$

shows the difference. Its discriminant has three conjugate pairs of roots, at $|\lambda|=0.804$, 1.439 and 3.177. Following the ground state along straight rays from $\lambda=0$ shows that the first pair joins the two excited states and leaves the ground state regular. The ground-state series therefore has $R=1.439$, with $\theta=54.5^\circ$.

The derivatives in (1) give $|b|=6.35$ eV, and continuation fixes $\beta=161.7^\circ$. With nothing fitted, (6) then reproduces the perturbation coefficients with a largest error of 0.5% of the envelope for $n=150$ to 200, and 0.26% for $n=300$ to 400. The error halves as $n$ doubles, as a $1/n$ correction should. The numerical check tests this, along with the two-state formulas.

**Q.** When should I distrust the law altogether?

**A.** When an assumption behind it fails. If $p_{EE}=0$ at the merging point while $p_\lambda\neq0$, three or more eigenvalues meet, $\lambda-\lambda_c$ starts at cubic or higher order in $E-E_c$, the singularity is not of the form (2), and the power $n^{-3/2}$ changes. If another pair lies on the same circle, its cosine must be added. If another pair lies slightly farther out, at $R'$, its contribution is suppressed only by $(R/R')^n$, and low orders show both. If the pair is close to the real axis, (6) is true but late, and (10) describes the first orders of the two-state model. Finally, everything here assumes a finite basis, and $R$ depends on that basis. For $H_0=\frac12(p^2+x^2)$ and $V=x^4$ the terms alternate, and the ratio $-E_{n+1}/E_n$ levels off near 16 with four even basis states, while with sixteen it is still rising, through about 15, 27, 38 and 50 at $n=4$, 8, 12 and 16. Neither (6) nor (10) describes such a stage, and the arguments above do not carry over to a complete basis.

## Numbers as computed

```
sqrt(1-z), n=200: coefficient/leading law = 1.001880
two-state model: gap0 = 10.0 eV
monotone: w = 8.0 eV, v = 0.5 eV
  R = 1.2403, theta = 7.125 deg
  smallest gap 1.2403 eV at lambda = 1.2308
  signs of E_n, n=2..17: ----------------
  first pattern change at n = 32
  mean run 25.29, pi/rate 25.26 orders
  n=4: E_n R^n = -0.037722, law 0.060248 eV
  n=20: E_n R^n = -0.016403, law -0.015671 eV
  n=100: E_n R^n = 0.001152, law 0.001166 eV
  worst leading-law error/envelope, n>=200: 0.0148
alternating: w = -12.0 eV, v = 0.5 eV
  R = 0.8305, theta = 175.236 deg
  smallest gap 0.8305 eV at lambda = -0.8276
  signs of E_n, n=2..17: -+-+-+-+-+-+-+-+
  first pattern change at n = 47
  mean run 37.89, pi/rate 37.79 orders
  n=4: E_n R^n = -0.017093, law 0.068190 eV
  n=20: E_n R^n = -0.012188, law -0.009536 eV
  n=100: E_n R^n = -0.001102, law -0.001073 eV
  worst leading-law error/envelope, n>=200: 0.0229
rippled: w = 6.0 eV, v = 4.0 eV
  R = 1.0000, theta = 53.130 deg
  smallest gap 8.0000 eV at lambda = 0.6000
  signs of E_n, n=2..17: ---++++---+++---
  first pattern change at n = 5
  mean run 3.39, pi/rate 3.39 orders
  n=4: E_n R^n = -0.320000, law -0.280966 eV
  n=20: E_n R^n = 0.041462, law 0.039888 eV
  n=100: E_n R^n = 0.001324, law 0.001305 eV
  worst leading-law error/envelope, n>=200: 0.0039
monotone: low-order plateau of E_n R^n = -0.038611 eV
  computed n=2: -0.038462, n=10: -0.032272 eV
alternating: gap at lambda=1 is 22.0227 eV
monotone: exact E(1) = -0.118034 eV
  |partial sum - exact|, N=10: 1.184e-02, N=60: 1.963e-08 eV
alternating: exact E(1) = -0.011358 eV
  |partial sum - exact|, N=10: 5.547e-02, N=60: 8.562e+01 eV
rippled: exact E(1) = -2.472136 eV
  |partial sum - exact|, N=10: 6.123e-02, N=60: 1.247e-03 eV
rippled: E(1) = -0.090849 hartree
rippled: error*N^1.5 max 3.9892, formula 3.9894 eV
three-state model: H0 levels (eV) [0, 10, 18]
  V rows (eV) [[0, 3, 1], [3, -4, 2], [1, 2, 5]]
  |lc| = 0.8038, angle 159.35 deg, ground state: no
  |lc| = 1.4390, angle 54.46 deg, ground state: yes
  |lc| = 3.1772, angle 140.43 deg, ground state: yes
  |B| = 6.3523 eV, beta = 161.66 deg
  error/envelope: n=150..200 0.00500, n=300..400 0.00262
```
